# Berreman's Four-Component Propagation Equation Derived by Elimination and by Variation, part 1

(Sections cited here and not found follow in the second part.)

## First half: elimination from Maxwell's equations

Light of wavelength 633 nm falls at 70° on a transparent uniaxial film whose optic axis is tilted 30° out of the surface. Inside the film the ordinary wave has the two normal wavenumbers $+1.169$ and $-1.169$, in units of the vacuum wavenumber. The extraordinary wave has $+1.262$ and $-1.415$. The two ordinary values differ in sign alone, while the second extraordinary value is 12% larger in magnitude than the first. The film is uniform and lossless, and both values belong to the same angle of incidence. The asymmetry has to come from the way a tilted tensor couples the field components, and a first-order equation for the tangential fields makes that coupling explicit.

### Setting and conventions

The layers are stacked along $z$. Their relative dielectric tensor $\varepsilon(z)$ depends on $z$ alone. It may be complex and need not be symmetric, so absorption and magneto-optic terms are allowed. The response is linear and local, $\mathbf D=\varepsilon_0\varepsilon\mathbf E$. There is no magnetic response, no coupling of $\mathbf D$ to the magnetic field, and no current sheet at an interface.

Fields vary in time as $e^{-i\omega t}$. Let $k_0=\omega/c$, with $\omega\neq0$, and let $Z_0=\sqrt{\mu_0/\varepsilon_0}$. The scaled magnetic field $\mathbf h=Z_0\mathbf H$ has the same unit as $\mathbf E$. Faraday's law is $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$, and $\omega\mu_0/Z_0=\omega\sqrt{\mu_0\varepsilon_0}=k_0$. Ampère's law is $\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E$, and $Z_0\omega\varepsilon_0=k_0$. Hence

$$\nabla\times\mathbf E=ik_0\mathbf h,\qquad \nabla\times\mathbf h=-ik_0\,\varepsilon\mathbf E .$$

The coefficients of these equations do not depend on $x$ or $y$. A Fourier component of the field with a given tangential wavevector therefore evolves by itself through the whole stack. We turn the axes about $z$ until that wavevector lies along $x$, and turn the tensor with them. Every field then has the form $f(z)e^{ik_0\xi x}$, with one number $\xi$ for all layers. For incidence from vacuum at angle $\theta$, $\xi=\sin\theta$. In the example $\xi=0.93969$.

### Six component equations

Under these conditions $\partial_y=0$ and $\partial_x=ik_0\xi$. A prime denotes $d/dz$, and we write $D_i=\sum_j\varepsilon_{ij}E_j$ for the components of $\varepsilon\mathbf E$. The $x$, $y$ and $z$ components of the first curl equation are

$$-E_y'=ik_0h_x,\qquad E_x'-ik_0\xi E_z=ik_0h_y,\qquad ik_0\xi E_y=ik_0h_z .$$

Those of the second are

$$-h_y'=-ik_0D_x,\qquad h_x'-ik_0\xi h_z=-ik_0D_y,\qquad ik_0\xi h_y=-ik_0D_z .$$

Four equations contain a derivative and two do not. No derivative of $E_z$ or $h_z$ appears anywhere, because the $z$ component of a curl contains tangential derivatives alone, and the other two components differentiate only tangential fields along $z$. The normal components are thus fixed at each depth by the tangential ones:

$$h_z=\xi E_y,\qquad D_z=-\xi h_y .$$

Writing out $D_z$ gives $\varepsilon_{zx}E_x+\varepsilon_{zy}E_y+\varepsilon_{zz}E_z=-\xi h_y$. If $\varepsilon_{zz}\neq0$, then

$$E_z=-\frac{\xi h_y+\varepsilon_{zx}E_x+\varepsilon_{zy}E_y}{\varepsilon_{zz}} .$$

This division is the point at which the method can fail. Where $\varepsilon_{zz}$ approaches zero, finite tangential fields generally demand an unbounded $E_z$. A lossless graded layer in which $\varepsilon_{zz}$ passes through zero generally has a singular point there. Loss keeps the coefficient finite but possibly large. From here on $|\varepsilon_{zz}|$ is taken to be bounded away from zero and the tensor to be bounded.

### The four rows

Take $\Psi=(E_x,h_y,E_y,-h_x)^{\mathsf T}$. The minus sign makes the third row simple and will acquire a meaning in the second half.

For the first row, $E_x'=ik_0(h_y+\xi E_z)$. Inserting $E_z$,

$$E_x'=ik_0\left[-\frac{\xi\varepsilon_{zx}}{\varepsilon_{zz}}E_x+\left(1-\frac{\xi^2}{\varepsilon_{zz}}\right)h_y-\frac{\xi\varepsilon_{zy}}{\varepsilon_{zz}}E_y\right].$$

For the second, $h_y'=ik_0(\varepsilon_{xx}E_x+\varepsilon_{xy}E_y+\varepsilon_{xz}E_z)$, so

$$h_y'=ik_0\left[\left(\varepsilon_{xx}-\frac{\varepsilon_{xz}\varepsilon_{zx}}{\varepsilon_{zz}}\right)E_x-\frac{\xi\varepsilon_{xz}}{\varepsilon_{zz}}h_y+\left(\varepsilon_{xy}-\frac{\varepsilon_{xz}\varepsilon_{zy}}{\varepsilon_{zz}}\right)E_y\right].$$

The third is $E_y'=ik_0(-h_x)$. For the fourth, $h_x'=ik_0(\xi h_z-D_y)=ik_0(\xi^2E_y-D_y)$, hence $(-h_x)'=ik_0(D_y-\xi^2E_y)$. Inserting $E_z$ into $D_y$ completes the set. Together,

$$\frac{d\Psi}{dz}=ik_0\,\Delta(z)\,\Psi ,$$

where the rows of $\Delta$ are

$$\begin{aligned}
\Delta_1&=\left(-\tfrac{\xi\varepsilon_{zx}}{\varepsilon_{zz}},\;1-\tfrac{\xi^2}{\varepsilon_{zz}},\;-\tfrac{\xi\varepsilon_{zy}}{\varepsilon_{zz}},\;0\right),\\
\Delta_2&=\left(\varepsilon_{xx}-\tfrac{\varepsilon_{xz}\varepsilon_{zx}}{\varepsilon_{zz}},\;-\tfrac{\xi\varepsilon_{xz}}{\varepsilon_{zz}},\;\varepsilon_{xy}-\tfrac{\varepsilon_{xz}\varepsilon_{zy}}{\varepsilon_{zz}},\;0\right),\\
\Delta_3&=(0,\;0,\;0,\;1),\\
\Delta_4&=\left(\varepsilon_{yx}-\tfrac{\varepsilon_{yz}\varepsilon_{zx}}{\varepsilon_{zz}},\;-\tfrac{\xi\varepsilon_{yz}}{\varepsilon_{zz}},\;\varepsilon_{yy}-\tfrac{\varepsilon_{yz}\varepsilon_{zy}}{\varepsilon_{zz}}-\xi^2,\;0\right).
\end{aligned}$$

This is Berreman's equation for a non-magnetic medium.

The elimination loses nothing. Given a solution $\Psi$, define $E_z$ and $h_z$ by the two algebraic relations. Those relations are the $z$ components of the curl equations. With them, the four rows turn back into the other four components by reversing the substitutions. The divergence conditions then follow, because the divergence of a curl vanishes: $0=\nabla\cdot(\nabla\times\mathbf E)=ik_0\nabla\cdot\mathbf h$ and $0=\nabla\cdot(\nabla\times\mathbf h)=-ik_0\nabla\cdot(\varepsilon\mathbf E)$, with $k_0\neq0$.

If $\varepsilon_{xy}$, $\varepsilon_{yx}$, $\varepsilon_{yz}$ and $\varepsilon_{zy}$ all vanish, the entries linking $(E_x,h_y)$ to $(E_y,-h_x)$ vanish too. The equation separates into p and s parts. An isotropic layer is one such case, and a uniaxial layer with its axis in the plane of incidence is another.

### Interfaces and layers

Suppose the tensor changes over a thin region of width $w$ in which $\Delta$ remains bounded. Integration gives

$$\Psi(z_0+w)-\Psi(z_0)=ik_0\int_{z_0}^{z_0+w}\Delta\Psi\,dz .$$

A linear equation with bounded coefficients has a bounded solution over a finite interval, so the right side is of order $k_0w$ and vanishes with $w$. Therefore $\Psi$ is continuous at an abrupt interface. The normal field $E_z$ generally jumps, since its formula contains the tensor itself. If $\varepsilon_{zz}$ changes sign between two media, a real linear ramp passes through zero, where $\Delta$ is unbounded, and this argument does not apply. The integral forms of Maxwell's equations applied directly to the step still give continuous tangential fields.

The limit was tested on the film of the example by inserting a linear ramp from the vacuum tensor to the film tensor. Reducing $k_0w$ from 0.02 to 0.01 divided the departure of the reflection matrix from its abrupt-interface value by 2.002, as first-order convergence requires.

In a uniform layer of thickness $d$, $\Delta$ is constant. Differentiating the exponential series term by term shows that

$$\Psi(d)=P\,\Psi(0),\qquad P=e^{ik_0d\Delta}.$$

A graded layer is cut into slices of width $s$. In each slice, let $\Delta(z_m+t)=\Delta_m+t\Delta_m'+O(t^2)$ about the midpoint. In the iterated-integral solution the single integral of $t\Delta_m'$ from $-s/2$ to $s/2$ vanishes by oddness. The $O(t^2)$ remainder contributes at order $s^3$. In the double integral, the terms with one factor $\Delta_m'$ are also of order $s^3$. The midpoint exponential thus has a slice error $O(s^3)$. There are $d/s$ slices, so the total error is $O(s^2)$ for a smooth tensor. The slice matrices are multiplied with later slices on the left.

### Why the extraordinary wavenumbers are unequal

In a uniform layer look for $\Psi=\psi e^{ik_0qz}$. Then $\Delta\psi=q\psi$. The sum of the four eigenvalues is the trace,

$$\sum_{j=1}^4q_j=-\frac{\xi(\varepsilon_{xz}+\varepsilon_{zx})}{\varepsilon_{zz}} .$$

If the roots came in pairs $\pm q$, this sum would vanish. The off-diagonal elements that tie the normal direction to the plane of incidence forbid such pairing unless they cancel or $\xi=0$. A vanishing trace is necessary for pairing but not sufficient: a biaxial tensor with $\varepsilon_{xz}=\varepsilon_{zx}=0$ and nonzero $\varepsilon_{xy}$ and $\varepsilon_{yz}$ generally has unpaired roots at oblique incidence.

To identify each root, connect $\Delta$ with the ordinary wave equation. Put $g=-h_x$. For a plane wave the equations before elimination of $E_z$ are

$$\begin{aligned}
qE_x-h_y-\xi E_z&=0, & qh_y-D_x&=0,\\
qE_y-g&=0, & qg-D_y+\xi^2E_y&=0,
\end{aligned}$$

and $D_z+\xi h_y=0$. Call their $5\times5$ coefficient matrix $M$, with unknowns in the order $(E_x,h_y,E_y,g,E_z)$ and equations in the order $E_x',h_y',E_y',g'$, constraint. Eliminating $E_z$ through the last equation has pivot $\varepsilon_{zz}$ and leaves $qI-\Delta$, so $\det M=\varepsilon_{zz}\det(qI-\Delta)$.

Alternatively eliminate $h_y=qE_x-\xi E_z$ and $g=qE_y$. With $\mathbf k=(\xi,0,q)^{\mathsf T}$ and

$$W=\varepsilon+\mathbf k\mathbf k^{\mathsf T}-k^2I,\qquad k^2=\xi^2+q^2,$$

the remaining three equations have rows $-W_x$, $-W_y$ and $W_z$. For instance, the first is $q^2E_x-\xi qE_z-D_x=0$. Bringing the two pivots to the front takes one interchange of rows and an odd permutation of columns, so those signs cancel. The pivot block is $\mathrm{diag}(-1,-1)$, with determinant 1, and the two minus signs in the rows cancel. Hence

$$\det W=\varepsilon_{zz}\det(qI-\Delta).$$

For a uniaxial film with unit axis $\mathbf c$, $\varepsilon=n_o^2I+\delta\,\mathbf c\mathbf c^{\mathsf T}$, where $\delta=n_e^2-n_o^2$. Put $a=n_o^2-k^2$. The determinant of $aI$ plus two rank-one terms is

$$\begin{aligned}
\det W&=a\left[(a+k^2)(a+\delta)-\delta(\mathbf k\cdot\mathbf c)^2\right]\\
&=a\left[n_o^2(n_e^2-k^2)-\delta(\mathbf k\cdot\mathbf c)^2\right]\\
&=(n_o^2-k^2)\left[n_o^2n_e^2-\mathbf k^{\mathsf T}\varepsilon\mathbf k\right].
\end{aligned}$$

The first factor gives the ordinary pair $q=\pm\sqrt{n_o^2-\xi^2}$. The second gives

$$\varepsilon_{zz}q^2+2\xi\varepsilon_{xz}q+\varepsilon_{xx}\xi^2-n_o^2n_e^2=0 .$$

The example has $n_o=1.50$, $n_e=1.70$, and an axis 30° out of the surface at azimuth 45° from the plane of incidence, that is $\mathbf c=(\cos30^\circ\cos45^\circ,\ \cos30^\circ\sin45^\circ,\ \sin30^\circ)$ with $z$ pointing from the vacuum into the film. Then $\varepsilon_{xx}=2.49$, $\varepsilon_{xz}=0.19596$ and $\varepsilon_{zz}=2.41$. The ordinary roots are $\pm1.16918$; the extraordinary roots are $1.26211$ and $-1.41493$. Their sum, $-0.15282$, agrees with $-2(0.93969)(0.19596)/2.41$ to the rounding of the inputs. The linear term in the quadratic is the origin of the 12% asymmetry. It disappears at normal incidence, for an axis in or normal to the surface, and for an axis perpendicular to $x$.

## Second half: a variational derivation, and the assumptions compared

The symbols carried over are these. The stack has a tensor $\varepsilon(z)$, fields vary as $e^{ik_0\xi x-i\omega t}$, and $\mathbf h=Z_0\mathbf H$. The state is $\Psi=(E_x,h_y,E_y,-h_x)^{\mathsf T}$, and the result to be recovered is $d\Psi/dz=ik_0\Delta\Psi$, with $\Delta$ as listed in the first half. A uniform layer has the propagator $P=e^{ik_0d\Delta}$. In the variational derivation depth is measured by $u=k_0z$, lengths are in units of $1/k_0$, and a prime means $d/du$. The curl equations become $\nabla\times\mathbf E=i\mathbf h$ and $\nabla\times\mathbf h=-i\varepsilon\mathbf E$.

Eliminating the normal field components from Maxwell's equations has given Berreman's equation, and has traced the unequal extraordinary wavenumbers to the tensor elements that couple the normal direction to the plane of incidence. It remains to recover the same equation from a variational principle, compare the assumptions of the two derivations, and calculate the reflection from the example film on silicon.
